\section*{Force constants from the derivative of the Hellmann-Feynman force}

\section*{The problem}

Nuclei are clamped at positions collected in $R=(R_1,R_2,\dots)$, where one index $I$ labels both an atom and a Cartesian direction. They act on $N$ electrons through a local potential $V(\mathbf r;R)$ and repel each other with energy $E_{\rm ion}(R)$. The ground-state energy is
\begin{equation}
E(R)=\min_{n}\Big\{F[n]+\int V(\mathbf r;R)\,n(\mathbf r)\,d\mathbf r\Big\}+E_{\rm ion}(R),
\label{eq:E}
\end{equation}
where $n$ integrates to $N$. The functional $F$ contains the kinetic, Hartree and exchange-correlation energies and does not depend on $R$. The minimizing density is $n_0(\mathbf r;R)$. The system is finite, and its ground state is non-degenerate, has a gap between occupied and empty levels, and varies smoothly with $R$. Hartree atomic units are used, and $\partial_I$ means $\partial/\partial R_I$.

The force constants are $C_{IJ}=\partial_I\partial_J E$. The task is to express them through quantities computed at a single geometry, and to obtain vibrational frequencies from them.

\section*{(a) The force}

\textbf{Question.} Find $F_I=-\partial_I E$. Why is the change of the density not needed?

\textbf{Solution.} At the minimum, the functional derivative of the energy is a constant, the Lagrange multiplier $\mu$ that fixes the electron number:
\begin{equation}
\frac{\delta F}{\delta n(\mathbf r)}\bigg|_{n_0}+V(\mathbf r;R)=\mu .
\label{eq:stat}
\end{equation}
The energy depends on $R_I$ through $n_0$, through $V$ and through $E_{\rm ion}$. The chain rule gives
\begin{equation}
\partial_I E=\int\Big(\frac{\delta F}{\delta n}+V\Big)\partial_I n_0\,d\mathbf r
+\int n_0\,\partial_I V\,d\mathbf r+\partial_I E_{\rm ion}.
\end{equation}
By \eqref{eq:stat} the first integral is $\mu\int\partial_I n_0\,d\mathbf r=\mu\,\partial_I N=0$. Therefore
\begin{equation}
F_I=-\int n_0\,\partial_I V\,d\mathbf r-\partial_I E_{\rm ion},
\label{eq:HF}
\end{equation}
which is the Hellmann-Feynman force. The density does change when an atom moves, but at a minimum this change costs no energy to first order.

The argument survives in a finite basis if the basis functions are fixed in space. The energy is then stationary in the orbital coefficients, and the kinetic and overlap matrices do not depend on $R$. If the basis functions move with the atoms, these matrices depend on $R$ through the basis, as do the matrix elements of the potential and of the electron-electron terms, and the derivatives of the basis functions add Pulay terms to \eqref{eq:HF}.

\section*{(b) The derivative of the force}

\textbf{Question.} Differentiate \eqref{eq:HF} to obtain $C_{IJ}$. Which order of density response is required?

\textbf{Solution.} Equation \eqref{eq:HF} holds at every geometry in a neighbourhood of $R$, so it may be differentiated. Since $C_{IJ}=\partial_J(\partial_I E)=-\partial_J F_I$,
\begin{equation}
C_{IJ}=\partial_J\int n_0(\mathbf r;R)\,\partial_I V(\mathbf r;R)\,d\mathbf r+\partial_J\partial_I E_{\rm ion}.
\end{equation}
Both factors under the integral depend on $R_J$. With the first-order density
\begin{equation}
n_{1,J}(\mathbf r)=\partial_J n_0(\mathbf r;R),
\end{equation}
the product rule gives
\begin{equation}
C_{IJ}=\underbrace{\int n_{1,J}\,\partial_I V\,d\mathbf r}_{A_{IJ}}
+\underbrace{\int n_0\,\partial_I\partial_J V\,d\mathbf r}_{B_{IJ}}
+\underbrace{\partial_I\partial_J E_{\rm ion}}_{W_{IJ}} .
\label{eq:C}
\end{equation}
The density is differentiated once, so $n_{1,J}$ suffices and no second-order density appears. The step rests on \eqref{eq:HF}, in which the term containing $\partial_I n_0$ has already vanished for all $R$.

The terms have distinct meanings. If $n_0$ is held fixed while the nuclei move to $R'$, the part of the energy that changes is $\int n_0V(\mathbf r;R')\,d\mathbf r+E_{\rm ion}(R')$. Its Hessian at $R'=R$ is $B+W$. The matrix $A$ is thus the whole effect of letting the electrons follow the nuclei.

Equation \eqref{eq:C} does not require the forces to vanish. It does require a local potential: a nonlocal pseudopotential couples to the density matrix, and the density alone would not determine its energy.

\section*{(c) The first-order density}

\textbf{Question.} Determine $n_{1,J}$ for a Kohn-Sham system with doubly occupied real orbitals, without moving the atoms.

\textbf{Solution.} The orbitals obey $H\varphi_i=\varepsilon_i\varphi_i$, and $n_0=2\sum_{i\,\rm occ}\varphi_i^2$. When $R_J$ changes, the Kohn-Sham potential changes directly through $V$ and indirectly through the density. Per unit displacement,
\begin{equation}
U_J(\mathbf r)=\partial_J V(\mathbf r)+\int K(\mathbf r,\mathbf r')\,n_{1,J}(\mathbf r')\,d\mathbf r',
\label{eq:U}
\end{equation}
where $K$ is the second functional derivative of the Hartree plus exchange-correlation energy.

Let $\varphi_i'$ and $\varepsilon_i'$ be the first-order changes. The terms of first order in the Kohn-Sham equation are
\begin{equation}
(H-\varepsilon_i)\varphi_i'=-(U_J-\varepsilon_i')\varphi_i .
\end{equation}
Take the occupied levels to be distinct for this step. Projection on $\varphi_m$ with $m\neq i$ removes $\varepsilon_i'$ by orthogonality:
\begin{equation}
\langle\varphi_m|\varphi_i'\rangle=\frac{\langle\varphi_m|U_J|\varphi_i\rangle}{\varepsilon_i-\varepsilon_m}.
\end{equation}
Normalization of real orbitals gives $2\langle\varphi_i|\varphi_i'\rangle=0$, so there is no component with $m=i$. Differentiating $n_0$ produces a factor 2 from spin and a factor 2 from the square:
\begin{equation}
n_{1,J}=4\sum_{i\,\rm occ}\varphi_i\varphi_i'
=4\sum_{i\,\rm occ}\sum_{m\neq i}\varphi_i\varphi_m
\frac{\langle\varphi_m|U_J|\varphi_i\rangle}{\varepsilon_i-\varepsilon_m}.
\end{equation}
If $m$ is also occupied, the pair $(i,m)$ occurs a second time as $(m,i)$, with the same numerator and the opposite denominator. These contributions cancel, and only empty states $a$ remain. The cancellation does not need distinct levels: differentiating $\langle\varphi_m|\varphi_i\rangle=0$ gives $\langle\varphi_m|\varphi_i'\rangle=-\langle\varphi_i|\varphi_m'\rangle$ for any two occupied orbitals, and the projection on an empty state has a denominator no smaller in magnitude than the gap. Hence
\begin{align}
n_{1,J}&=\chi_0U_J=\chi_0(\partial_JV+Kn_{1,J}),\label{eq:dyson}\\
\chi_0(\mathbf r,\mathbf r')&=4\sum_{i\,\rm occ}\sum_{a\,\rm empty}
\frac{\varphi_i(\mathbf r)\varphi_a(\mathbf r)\varphi_i(\mathbf r')\varphi_a(\mathbf r')}{\varepsilon_i-\varepsilon_a},\label{eq:chi0}
\end{align}
where products of operators imply integration. Since $\int\varphi_i\varphi_a\,d\mathbf r=0$, the first-order density integrates to zero, as a fixed electron number demands.

Collecting $n_{1,J}$ on the left of \eqref{eq:dyson} gives a linear equation with the solution
\begin{equation}
n_{1,J}=\chi\,\partial_JV,\qquad \chi=(1-\chi_0K)^{-1}\chi_0 .
\label{eq:chi}
\end{equation}
The derivation fails if the occupied-empty gap closes, because a denominator in \eqref{eq:chi0} vanishes. It also fails if $1-\chi_0K$ becomes singular, because a density change could then sustain itself without a perturbation.

\section*{(d) Symmetry and sign of the response term}

\textbf{Question.} The indices $I$ and $J$ enter $A_{IJ}$ differently. Show that $A$ is nevertheless symmetric, and find the sign of $\sum_{IJ}d_IA_{IJ}d_J$ for a real displacement pattern $d$.

\textbf{Solution.} Inserting \eqref{eq:chi} into $A$ gives
\begin{equation}
A_{IJ}=\iint \partial_IV(\mathbf r)\,\chi(\mathbf r,\mathbf r')\,\partial_JV(\mathbf r')\,d\mathbf r\,d\mathbf r'.
\label{eq:A}
\end{equation}
It remains to show that $\chi$ is symmetric. The kernel $\chi_0$ is symmetric by \eqref{eq:chi0}, and $K$ is symmetric because it is a second functional derivative. Both sides of
\begin{equation}
(1-\chi_0K)\chi_0=\chi_0(1-K\chi_0)
\end{equation}
equal $\chi_0-\chi_0K\chi_0$. Multiplication by $(1-\chi_0K)^{-1}$ from the left and by $(1-K\chi_0)^{-1}$ from the right yields
\begin{equation}
\chi_0(1-K\chi_0)^{-1}=(1-\chi_0K)^{-1}\chi_0=\chi .
\end{equation}
The expression on the left is the transpose of the one in the middle, so $\chi^{T}=\chi$ and $A_{IJ}=A_{JI}$.

For the sign, consider the electronic energy as a functional of the potential,
\begin{equation}
G[V]=\min_n\Big\{F[n]+\int Vn\,d\mathbf r\Big\}.
\end{equation}
For $0\le t\le1$ and two potentials $V_a$ and $V_b$, the expression to be minimized at $(1-t)V_a+tV_b$ is the weighted sum of the expressions for $V_a$ and $V_b$ at the same $n$. Minimizing the two parts separately can only lower the sum, so
\begin{equation}
G[(1-t)V_a+tV_b]\ge(1-t)G[V_a]+tG[V_b].
\end{equation}
Thus $G$ is concave. Put $Q=\sum_Id_I\,\partial_IV$ and follow $G[V+\lambda Q]$. The argument of part (a), with $\lambda$ in place of $R_I$, gives $dG/d\lambda=\int Q\,n_\lambda\,d\mathbf r$. A second derivative at $\lambda=0$ gives
\begin{equation}
\frac{d^2G}{d\lambda^2}=\iint Q\,\chi\,Q\,d\mathbf r\,d\mathbf r'=\sum_{IJ}d_IA_{IJ}d_J\le0 .
\end{equation}
Electronic relaxation can therefore only lower the curvature found at frozen density. The sign of $C$ itself is not fixed by this argument, since $B+W$ may have either sign.

\section*{(e) Potentials carried by the atoms}

\textbf{Question.} Let $V=\sum_a v_a(\mathbf r-\mathbf R_a)$ with twice differentiable $v_a$, and let the nuclei repel in pairs. Which elements of $B$ and $W$ survive?

\textbf{Solution.} Write $I=(a,\alpha)$ and $J=(b,\beta)$, with atoms $a,b$ and directions $\alpha,\beta$. Let $\nabla_\alpha$ differentiate a function with respect to its own argument. Moving an atom to the right shifts its potential to the right, which gives a minus sign for each derivative:
\begin{equation}
\frac{\partial V}{\partial R_{a\alpha}}=-\nabla_\alpha v_a(\mathbf r-\mathbf R_a),\qquad
\frac{\partial^2V}{\partial R_{a\alpha}\partial R_{b\beta}}=\delta_{ab}\nabla_\alpha\nabla_\beta v_a(\mathbf r-\mathbf R_a).
\label{eq:dV}
\end{equation}
The second derivative vanishes for $a\ne b$ because no single $v_a$ depends on two atomic positions. Consequently
\begin{equation}
B_{a\alpha,b\beta}=\delta_{ab}\int n_0\,\nabla_\alpha\nabla_\beta v_a(\mathbf r-\mathbf R_a)\,d\mathbf r .
\label{eq:B}
\end{equation}

Let the ionic energy be $E_{\rm ion}=\sum_{a<b}u_{ab}(\mathbf R_a-\mathbf R_b)$, with $u_{ab}$ even and $u_{ab}=u_{ba}$. For $a\neq b$, the derivative with respect to $\mathbf R_b$ brings one minus sign. For $a=b$ both derivatives act on $\mathbf R_a$, and every partner $c$ contributes:
\begin{equation}
W_{a\alpha,b\beta}=-\nabla_\alpha\nabla_\beta u_{ab}\quad(a\ne b),\qquad
W_{a\alpha,a\beta}=\sum_{c\ne a}\nabla_\alpha\nabla_\beta u_{ac}.
\label{eq:W}
\end{equation}
Between different atoms the electrons thus contribute through $A$ alone: one atom perturbs the density, and the changed density pulls on the other atom.

\section*{(f) Rigid translation}

\textbf{Question.} A common shift of all atoms cannot change the energy or produce a force. Show how \eqref{eq:C} satisfies this condition term by term.

\textbf{Solution.} Shifting all atoms by $\mathbf s$ carries the density along: $n_0(\mathbf r;R+\mathbf s)=n_0(\mathbf r-\mathbf s;R)$. The derivative with respect to $s_\beta$ at $\mathbf s=0$ is
\begin{equation}
\sum_b n_{1,b\beta}(\mathbf r)=-\nabla_\beta n_0(\mathbf r).
\label{eq:shift}
\end{equation}
With \eqref{eq:dV}, the two minus signs in the row sum of $A$ cancel, and an integration by parts introduces a new one:
\begin{align}
\sum_bA_{a\alpha,b\beta}
&=\int(-\nabla_\beta n_0)(-\nabla_\alpha v_a)\,d\mathbf r
=\int(\nabla_\beta n_0)(\nabla_\alpha v_a)\,d\mathbf r\nonumber\\
&=-\int n_0\,\nabla_\alpha\nabla_\beta v_a\,d\mathbf r=-\sum_bB_{a\alpha,b\beta}.
\end{align}
The boundary term vanishes because the density of a finite system decays at large distance. The rows of $W$ sum to zero by \eqref{eq:W}. Together,
\begin{equation}
\sum_bC_{a\alpha,b\beta}=0 .
\label{eq:asr}
\end{equation}
The frozen-density part $B+W$ alone has the row sum $\int n_0\nabla_\alpha\nabla_\beta v_a\,d\mathbf r$, which is not zero in general. The reason is physical: with the electron cloud held in place, shifting all nuclei moves them relative to the cloud. A finite basis or grid fixed in space is not invariant under the shift. In such a basis \eqref{eq:HF} and \eqref{eq:C} still give the derivatives of the computed energy, but \eqref{eq:shift} and \eqref{eq:asr} hold only to within the basis-set error.

\section*{(g) The dynamical matrix}

\textbf{Question.} Find the equation for the harmonic frequencies, and solve it for two atoms on a line.

\textbf{Solution.} At equilibrium the forces vanish, and for small displacements $x_I$ Newton's equations read $M_I\ddot x_I=-\sum_JC_{IJ}x_J$. Insert $x_I=M_I^{-1/2}e_I\cos\omega t$ and divide by $M_I^{1/2}\cos\omega t$:
\begin{equation}
\sum_JD_{IJ}e_J=\omega^2e_I,\qquad D_{IJ}=\frac{C_{IJ}}{\sqrt{M_IM_J}} .
\end{equation}
The matrix $D$ is the dynamical matrix. Away from equilibrium a constant force remains and the atoms vibrate about a different geometry. Unless the energy is exactly quadratic, $C$ differs there, so the eigenvalues of $D$ taken at the displaced geometry are in general not the squared frequencies.

For two atoms on a line, symmetry and \eqref{eq:asr} leave one constant $k=-C_{12}$, with $C_{11}=C_{22}=k$. Then
\begin{equation}
\operatorname{tr}D=k\Big(\frac1{M_1}+\frac1{M_2}\Big),\qquad
\det D=\frac{k^2}{M_1M_2}-\frac{k^2}{M_1M_2}=0 .
\end{equation}
One eigenvalue is zero and belongs to the translation. The other equals the trace:
\begin{equation}
\omega^2=k\Big(\frac1{M_1}+\frac1{M_2}\Big).
\label{eq:omega}
\end{equation}

\section*{(h) A worked molecule}

\textbf{Question.} Evaluate the three terms and the frequency for a one-dimensional molecule with nuclear charges 3 and 1, four electrons, and masses 10000 and 2000 electron masses. All particles interact through $w(u)=(1+u^2)^{-1/2}$ times the product of their charges.

\textbf{Solution.} The model uses local-density exchange and no correlation. In a uniform spin-paired gas on a line, the Fermi wavevector is $k_F=\pi n/2$, and the density matrix at separation $u$ is $2\sin(k_Fu)/(\pi u)$. The exchange energy per length is $-\tfrac14$ times the integral of its square with $w$:
\begin{equation}
e_x(n)=-\frac1{\pi^2}\int_{-\infty}^{\infty}w(u)\,\frac{\sin^2(\pi nu/2)}{u^2}\,du .
\end{equation}
Two derivatives of $\sin^2(\pi nu/2)$ with respect to $n$ give $\tfrac12\pi^2u^2\cos(\pi nu)$, so the exchange part of $K$ is local, with strength
\begin{equation}
e_x''(n)=-\frac12\int_{-\infty}^{\infty}\frac{\cos(\pi nu)}{\sqrt{1+u^2}}\,du=-K_0(\pi n).
\end{equation}
The last step is the integral representation of the modified Bessel function $K_0$. The orbitals are represented on a sinc grid fixed in space, so no Pulay terms arise.

The force \eqref{eq:HF} vanishes at the bond length $2.821$ bohr. There the terms of \eqref{eq:C}, in hartree/bohr$^2$, are
\begin{center}
\begin{tabular}{lrrrr}
 & $A$ & $B$ & $W$ & $C$\\
$C_{11}$ & $-1.5730$ & $1.4809$ & $0.1863$ & $0.0942$\\
$C_{12}$ & $0.0921$ & $0$ & $-0.1863$ & $-0.0942$\\
$C_{22}$ & $-0.2538$ & $0.1618$ & $0.1863$ & $0.0942$
\end{tabular}
\end{center}
Rows add up to within one unit of the last digit, which is rounding. The ionic entry follows from \eqref{eq:W} with $u_{12}=3w$ and $w''(u)=(2u^2-1)(1+u^2)^{-5/2}$:
\begin{equation}
W_{11}=3\,\frac{2(2.821)^2-1}{[1+(2.821)^2]^{5/2}}\approx0.186 .
\end{equation}

The first row of $A$ sums to $-1.5730+0.0921=-1.4809$, which cancels $B_{11}$ as part (f) requires. Without $A$, the row sums would be $1.4809$ and $0.1618$ hartree/bohr$^2$, so a rigid shift would meet a restoring force.

The diagonal element $C_{11}$ is a small difference of large terms. An error of 1\% in $A_{11}$ alone is $0.0157$ hartree/bohr$^2$, or about 17\% of $C_{11}$. Since $A$ is linear in $n_{1,J}$, an arbitrary error in the first-order density, inserted in \eqref{eq:C}, enters the force constants at first order. The error made by solving \eqref{eq:dyson} self-consistently in a truncated set of empty states is an exception. That solution is the stationary point, within the truncated set, of a quadratic functional of the first-order orbitals whose stationary value is proportional to $A_{II}$, so the error of $A_{II}$ has no term linear in the error of those orbitals. Write $\delta u_{ia}$ for the error of $\langle\varphi_a|\varphi_i'\rangle$ and $\delta n=4\sum_{ia}\delta u_{ia}\varphi_i\varphi_a$. The error of $A_{II}$ is then the quadratic form $4\sum_{ia}(\varepsilon_a-\varepsilon_i)\,\delta u_{ia}^2+\iint\delta n\,K\,\delta n\,d\mathbf r\,d\mathbf r'$. The sum runs over all empty states, omitted and retained, because $K$ couples the two sets and the truncation also shifts the retained coefficients.

With $k=0.0942$ hartree/bohr$^2$, equation \eqref{eq:omega} gives
\begin{equation}
\omega^2=0.0942\Big(\frac1{10000}+\frac1{2000}\Big)=5.65\times10^{-5},\qquad
\omega=0.00752\ \text{hartree},
\end{equation}
which corresponds to about $1650\ \mathrm{cm}^{-1}$. The curvature of self-consistent total energies along the normal mode gives the same frequency to all printed digits.

A more demanding numerical check uses three atoms with charges 2, 1 and 1, held at $-2.6$, $0.3$ and $2.0$ bohr, where the forces do not vanish. There the curvatures $\sum_{IJ}d_IC_{IJ}d_J$ along displacements of each single atom and of each pair of atoms together, which fix all elements of the symmetric $C$, are compared with second differences of independently converged energies. The largest deviation of these curvatures is $5\times10^{-9}$ hartree/bohr$^2$, while the elements lie between $0.015$ and $0.157$ hartree/bohr$^2$ in magnitude. The eigenvalues of $A$ are $-1.011$, $-0.248$ and $-0.171$ hartree/bohr$^2$, all negative, in accordance with part (d).

\section*{Numbers as computed}
\begin{verbatim}
grid spacing 0.2 bohr, half box 20.0 bohr, 201 points
finite-difference step: 0.02 bohr
exchange energy density at n = 0.5 per bohr, hartree/bohr:
  formula -0.162844, quadrature -0.162843
THREE ATOMS, charges (2, 1, 1) positions (bohr) [-2.6, 0.3, 2.0]
total energy: -3.529775 hartree
forces (hartree/bohr): -0.004851 0.013758 -0.008907
force constants C (hartree/bohr^2), rows:
    0.030857  -0.015380  -0.015477
   -0.015380   0.156762  -0.141382
   -0.015477  -0.141382   0.156859
eigenvalues of the n1 dV term (hartree/bohr^2): -1.011417 -0.248460 -0.170919
largest deviations from finite differences:
  force 3.8e-09 hartree/bohr
  n1 1.6e-07 bohr^-2
  force constants 4.8e-09 hartree/bohr^2
  frozen-density part 1.9e-08 hartree/bohr^2
asymmetry of the n1 dV term: 2.8e-17 hartree/bohr^2
DIATOMIC, charges (3, 1) masses (electron masses) [10000.0, 2000.0]
equilibrium bond length: 2.82136 bohr
total energy: -4.836764 hartree
largest residual force: 6.0e-11 hartree/bohr
terms (hartree/bohr^2): n1 dV, n0 d2V, ion-ion, total
  C_11:  -1.573005   1.480944   0.186258   0.094196
  C_12:   0.092061   0.000000  -0.186258  -0.094196
  C_21:   0.092061   0.000000  -0.186258  -0.094196
  C_22:  -0.253817   0.161756   0.186258   0.094196
row sums of C (hartree/bohr^2): 3.2e-10 3.4e-11
row sums without the n1 dV term (hartree/bohr^2): 1.480944 0.161756
largest error of sum n1 = -dn0/dx: 1.7e-07 bohr^-2
bond force constant -C_12: 0.094196 hartree/bohr^2
eigenvalues of D (hartree^2): 2.9548e-14 5.6518e-05
frequency from D: 0.0075178 hartree
frequency from energy curvature: 0.0075178 hartree
frequency from D as wavenumber: 1649.97 cm^-1
\end{verbatim}
